# Does stopping when the running average looks settled bias the result?

**Question**

I run first-principles molecular dynamics and watch the running average of an energy. I stop when the curve has gone flat, or when it agrees with the value I expected from earlier work. I do not alter any data, and every sample comes from an equilibrated run. Surely the moment at which I stop cannot affect the mean, except that a shorter run is noisier? And if the curve is flat, is that not evidence that the error is small?

**Answer**

The moment of stopping matters because you choose it by looking at the noise. Your two rules do different damage, though, so they need separate treatment.

Let the samples \(x_1,x_2,\dots\) be stationary, with energies measured from the true mean, so that \(E[x_i]=0\). Let \(S_n=\sum_{i\le n}x_i\) and \(A_n=S_n/n\). A stopping rule may use past samples only, and there is a fixed largest length. Except in the section on skewed noise, I take \(x_i\) to be Gaussian with

\[
x_i=\phi x_{i-1}+\xi_i,\qquad E[x_ix_j]=\sigma^2\phi^{|i-j|},\qquad \phi=e^{-1/\tau},
\]

where each \(\xi_i\) is independent of all earlier samples, and \(\tau\) is the correlation time in samples.

**The honest error at fixed length**

There are \(n-k\) pairs at separation \(k\), each counted twice, so the variance of \(S_n\) is

\[
V(n)=\sigma^2\Big[n+2\sum_{k=1}^{n-1}(n-k)\phi^k\Big].
\]

Writing the sum as nested geometric sums gives

\[
\sum_{k=1}^{n-1}(n-k)\phi^k=\sum_{m=1}^{n-1}\sum_{k=1}^{m}\phi^k
=\sum_{m=1}^{n-1}\frac{\phi(1-\phi^m)}{1-\phi}
=\frac{n\phi}{1-\phi}-\frac{\phi(1-\phi^n)}{(1-\phi)^2},
\]

and therefore

\[
V(n)=\sigma^2\left[n\frac{1+\phi}{1-\phi}-\frac{2\phi(1-\phi^n)}{(1-\phi)^2}\right],\qquad s_n=\frac{\sqrt{V(n)}}{n}.
\]

For \(k>n\), the difference \(S_k-S_n\) is a sum of \(k-n\) samples. Its variance is \(V(k-n)=V(k)+V(n)-2\,\mathrm{Cov}(S_n,S_k)\), so

\[
\mathrm{Cov}(A_n,A_k)=\frac{V(n)+V(k)-V(k-n)}{2nk}.
\]

As an example take the round values \(\sigma=1\) mHa and \(\tau=20\), with one sample every 40 atomic units of time. Then \(s_n\) is 0.198, 0.141 and 0.100 mHa at 1000, 2000 and 4000 samples. The longest run lasts 160000 atomic units, or 3.87 ps.

**Stopping when the average matches expectation**

Suppose you look once at length \(n\). You stop if \(A_n\) lies in the window \([m-w,m+w]\) around your expected value \(m\); otherwise you go on to length \(k\). With \(1_{\rm stop}\) equal to one for stopped runs and zero otherwise, you report

\[
R=A_k+(A_n-A_k)\,1_{\rm stop}.
\]

Since \(E[A_k]=0\), the bias is \(E[(A_n-A_k)1_{\rm stop}]\). For jointly Gaussian averages, \(E[A_k|A_n]=\beta A_n\) with \(\beta=\mathrm{Cov}(A_n,A_k)/s_n^2\). Let \(g\) and \(G\) be the standard normal density and distribution function, and let \(a=(m-w)/s_n\), \(b=(m+w)/s_n\). Because \(ug(u)=-g'(u)\),

\[
E[R]=(1-\beta)s_n\int_a^b u\,g(u)\,du=(1-\beta)s_n[g(a)-g(b)].
\]

If your expectation is right, \(m=0\), then \(a=-b\) and the bias vanishes. If \(m>0\), then \(|a|<b\) and the bias is positive: the result is pulled towards what you expected.

Let the expectation be wrong by \(m=0.2\) mHa, with \(w=0.1\) mHa, \(n=1000\) and \(k=4000\). Then \(a=0.1/0.198=0.505\), \(b=0.3/0.198=1.515\) and \(\beta=0.2525\), so

\[
E[R]=0.7475\times0.198\times(0.3512-0.1266)=0.033\ \text{mHa}.
\]

Simulation of 30000 trajectories gives \(0.0338\pm0.0004\) mHa.

The runs that stop early, a fraction \(P=G(b)-G(a)=0.242\), also agree with one another too well. Their mean is \(s_n[g(a)-g(b)]/P=0.184\) mHa. Integration by parts gives their mean square as \(s_n^2\{1+[a\,g(a)-b\,g(b)]/P\}\), and subtracting the squared mean leaves a spread of 0.055 mHa. Their rms distance from the truth is \(\sqrt{0.184^2+0.055^2}=0.192\) mHa, close to the honest error of 0.198 mHa only because \(m\) was chosen close to \(s_n\): the stopped runs are confined to the window, so for a window narrow enough that the density of \(A_n\) is nearly constant across it (\(w\ll s_n\) and \(w\ll s_n^2/|m|\)) their spread is about \(w/\sqrt3\) and their distance from the truth about \(\sqrt{m^2+w^2/3}\). In this example, repeats selected in this way look 3.6 times more reproducible than unselected runs of that length, without being appreciably closer to the truth. When \(m=0\) the spread shrinks in the same way and the stopped runs really are closer to the truth, but only because the expectation was right. The small spread is set mainly by \(w\): for \(w=0.1\) mHa it is 0.057 mHa when \(m=0\) and 0.055 mHa when \(m=0.2\) mHa, so it is a poor guide to which case you are in.

Correlation matters here mainly because it sets \(s_n\); \(\beta\) changes only from \(n/k=0.25\) for white noise to 0.2525. White noise of the same \(\sigma\) has \(s_{1000}=0.032\) mHa, which puts the near edge of the window 3.2 standard errors away. The stopping probability falls to \(8\times10^{-4}\) and the bias to \(6\times10^{-5}\) mHa.

**Looking many times**

Summing the recursion from \(i=2\) to the stopping length \(N\) and adding \(x_1\) gives

\[
S_N=x_1+\phi(S_N-x_N)+\sum_{i=2}^{N}\xi_i
\;\Longrightarrow\;
(1-\phi)S_N+\phi x_N=x_1+\sum_{i=2}^{N}\xi_i .
\]

Whether sample \(i\) is taken at all is decided by samples up to \(i-1\), which are independent of \(\xi_i\). Each term therefore averages to zero even though \(N\) is random, and the right side has zero mean. Hence

\[
E[NA_N]=E[S_N]=-\frac{\phi}{1-\phi}E[x_N].
\]

Since \(E[NA_N]=E[N]E[A_N]+\mathrm{Cov}(N,A_N)\),

\[
E[A_N]=\frac{-\dfrac{\phi}{1-\phi}E[x_N]-\mathrm{Cov}(N,A_N)}{E[N]} .
\]

The first term is a boundary effect of the correlated noise. The second is the main mechanism here: runs that wander towards \(m\) are cut short, and the excursion is kept at full weight instead of being diluted by later data.

With a look every 100 samples from 1000 to 4000, the simulation gives a boundary term of \(-1.9\pm0.1\) and a covariance of \(-155.8\), both in mHa times samples, and a mean length of 2664. The identity then yields \((-1.9+155.8)/2664=0.058\) mHa, against \(0.0567\pm0.0008\) mHa from direct averaging. The covariance is taken from the same runs, so this agreement tests only the relation between \(E[S_N]\) and \(E[x_N]\); the decomposition shows where the bias comes from. The bias is more than half the honest error of a full-length run. Some 51% of the runs end inside the wrong window, compared with 16% if all are run to 4000 samples.

Repeating the procedure and averaging the results reduces the scatter but not the bias. The quoted uncertainty of 0.0008 mHa over 30000 runs implies a scatter of about \(0.00078\sqrt{30000}=0.135\) mHa per run. After about \((0.135/0.057)^2\approx6\) runs, the bias equals the standard error of their plain average, and beyond that it dominates.

**Stopping when the curve is flat**

Let \(B_1\) and \(B_2\) be the averages of the two halves of a run of length \(n\). Then

\[
A_n=\tfrac12(B_1+B_2),\qquad D=A_n-A_{n/2}=\tfrac12(B_2-B_1).
\]

The standard error estimated from these two blocks is

\[
\sqrt{\frac{(B_1-A_n)^2+(B_2-A_n)^2}{2(2-1)}}=\sqrt{\frac{D^2+D^2}{2}}=|D| .
\]

So "the average has hardly moved since half time" and "the two-block error bar is small" are the same statement. Moreover,

\[
\mathrm{Cov}(A_n,D)=\tfrac14[\mathrm{Var}(B_2)-\mathrm{Var}(B_1)]=0
\]

by stationarity. For Gaussian noise, zero covariance means independence. For given \(\sigma\), \(\tau\) and \(n\), flatness therefore tells you nothing about the error of \(A_n\): among flat runs its mean is still zero and its standard deviation is still \(s_n\). If \(s_n\) is unknown, \(|D|\) is only a crude estimate of it from two blocks.

What changes is the error bar. From \(A_{n/2}=A_n-D\) and independence, \(s_D^2=s_{n/2}^2-s_n^2\). For \(n=2000\) this gives \(s_D=0.139\) mHa. Call a run flat if \(|D|<\varepsilon\), and put \(z=\varepsilon/s_D\) and \(P_z=2G(z)-1\). Integrating by parts,

\[
\int_{-z}^{z}u^2g(u)\,du=P_z-2z\,g(z)
\;\Longrightarrow\;
E[D^2|\text{flat}]=s_D^2\left[1-\frac{2z\,g(z)}{P_z}\right].
\]

For small \(z\) the density is nearly constant across the window, and the right side tends to \(\varepsilon^2/3\). The error bar then reports your tolerance, not the noise. With \(\varepsilon=0.05\) mHa its rms value is 0.029 mHa, while the simulated flat runs have a true rms error of 0.141 mHa, about 4.9 times larger.

The coverage of \(A_n\pm2|D|\) shows the same thing. With \(r=s_D/s_n\), the true mean is covered when \(|A_n/s_n|<2r|D/s_D|\). Without selection, these are two independent standard normal variables whose polar angle is uniform, so the coverage is \((2/\pi)\arctan(2r)=0.70\). Two blocks make a crude error bar even then. Among flat runs it is

\[
\frac{2}{P_z}\int_0^z g(u)\,[2G(2ru)-1]\,du=0.27 .
\]

The fall from 70% to 27% is due to selection alone.

More blocks do not remove the problem. For \(M\) independent Gaussian blocks of equal variance \(v\), \(\mathrm{Cov}(A,B_j-A)=v/M-v/M=0\), so the block spread is again independent of the error of the mean. Stopping because that spread is small selects underestimated error bars.

**Checking for flatness repeatedly**

Reversing the sign of every \(x_i\) leaves each \(|D|\), and hence \(N\), unchanged, but reverses \(A_N\). Noise that is symmetric under this reversal thus gives no bias, however often you look.

The error at the stopping length also stays nearly honest. When \(t\) and \(n-t\) are much longer than \(\tau\), \(V(n)\simeq\Gamma n-c\), with \(\Gamma=\sigma^2(1+\phi)/(1-\phi)\) and \(c=2\sigma^2\phi/(1-\phi)^2\). Then

\[
\mathrm{Cov}(A_n,A_t-A_n)\simeq\frac{2\Gamma t-c}{2nt}-\frac{\Gamma n-c}{n^2}
=c\left(\frac1{n^2}-\frac1{2nt}\right).
\]

Relative to \(s_n^2\simeq\Gamma/n\) this is \((c/\Gamma)(1/n-1/2t)\), and \(c/\Gamma=2\phi/(1-\phi^2)\simeq\tau\) for \(\tau\gg1\). The earlier shape of the curve is thus almost uninformative once \(t\gg\tau\).

With checks every 200 samples from 1000 to 4000, 95% of runs are declared flat, at a mean length of 1708. Their mean is \(-0.0014\pm0.0010\) mHa, consistent with zero, and the rms of \(A_N/s_N\) is 0.99. But their true rms error is 0.162 mHa, their rms error bar is 0.029 mHa, and \(\pm2\) bars cover the truth in 25% of cases.

**Skewed noise: flatness biases the mean too**

The symmetry argument fails for an observable with a one-sided tail. An example is the potential energy of an overdamped classical harmonic mode, \(U_i=\tfrac12k_BT\,y_i^2\), where \(y_i\) is Gaussian with unit variance and correlation \(\phi^{|i-j|}\). Now let \(A_n\) and \(D\) refer to \(U_i-\tfrac12k_BT\).

Put \(u=D/s_D\) and expand \(E[A_n|D]\) in the polynomials \(1,\,u,\,u^2-1,\dots\), which are orthogonal under \(g\). The first coefficient is \(E[A_n]=0\), and the second vanishes because \(\mathrm{Cov}(A_n,D)=0\). Since \(E[(u^2-1)^2]=2\) for a normal variable, the leading term for long runs is

\[
E[A_n|D]\simeq\frac{\kappa}{2s_D^2}(u^2-1),\qquad \kappa=E[A_nD^2].
\]

Using \(\int_{-z}^{z}(u^2-1)g\,du=-2z\,g(z)\),

\[
E[A_n|\text{flat}]\simeq-\frac{\kappa}{s_D^2}\,\frac{z\,g(z)}{P_z}.
\]

For nearly independent halves with deviations \(b_1,b_2\), the cross terms in \(\kappa=\tfrac18E[(b_1+b_2)(b_2-b_1)^2]\) vanish, leaving \(\tfrac18(E[b_1^3]+E[b_2^3])\). This is positive when the half averages \(b_1,b_2\) are positively skewed, as they are for this mode, whose third cumulants below are all positive. Positive skew of the single samples does not guarantee it: for \(x_i=e_i-0.6e_{i-1}-0.6e_{i-2}\) with independent, positively skewed \(e_i\), the third cumulant of one sample carries the factor \(1-2(0.6)^3>0\), while that of a long average carries \((1-1.2)^3<0\), which reverses the sign of the shift. For the harmonic mode, a rare high excursion raises the mean and also separates the halves, so flat runs are short of such excursions and their mean is too low.

For this mode, pairing the Gaussian factors gives covariances \(\tfrac12(k_BT)^2\phi^{2|i-j|}\) and third cumulants \((k_BT)^3\phi^{|i-j|+|j-l|+|l-i|}\) for \(U_i,U_j,U_l\). With \(k_BT=1\) mHa (316 K) and \(n=2000\), summing them with the weights of \(A_n\) and \(D\) gives \(s_D=0.0702\) mHa and \(\kappa=1.466\times10^{-4}\) mHa³. For \(\varepsilon=0.05\) mHa, \(z=0.712\) and \(P_z=0.524\), so

\[
E[A_n|\text{flat}]\simeq-\frac{1.466\times10^{-4}}{0.0702^2}\times\frac{0.712\times0.310}{0.524}=-0.0125\ \text{mHa}.
\]

The simulation gives \(-0.0122\pm0.0005\) mHa; the formula keeps only the third cumulant and takes \(D\) as Gaussian in \(P_z\), so exact agreement is not to be expected. The exact distribution of these quadratic forms gives a flat fraction of 0.537 and a shift of \(-0.0120\) mHa. If runs that are not flat go on to \(2n\), the bias is \(E[(A_n-A_{2n})1_{\rm flat}]\). Here \(A_n-A_{2n}=\tfrac12(A_n-B)\), where \(B\) is the average of the later \(n\) samples, which is nearly independent of the decision when \(n\gg\tau\). The bias is thus about \(\tfrac12\times0.524\times(-0.0125)=-0.0033\) mHa, as simulated. It is small beside the statistical error of one run, but averaging many such runs does not remove it. A real potential energy sums many modes. For \(M\) independent modes of this kind, \(\kappa\) and \(s_D^2\) both grow in proportion to \(M\), so at fixed \(z\) the shift stays near \(-0.0125\) mHa while the statistical error grows as \(\sqrt M\); relative to that error the bias falls as \(1/\sqrt M\).

**What to do instead**

Fix the length in advance, using a pilot run to estimate \(\sigma\) and \(\tau\). Then report a fresh equilibrated run of that length, whatever the curve does, and leave the pilot out of the average. For skewed noise the pilot's mean and its estimated \(\sigma\) are correlated, so a length set by the pilot can bias an average that includes it. A run whose length was fixed before it began can simply be continued to that length.

If you already have many runs stopped by the matching rule, keep all of them and form \(\sum NA_N/\sum N\). For many runs this tends to \(E[NA_N]/E[N]\), which, for the noise model used here, contains only the boundary term. In the example the boundary term gives a pooled bias of \(-1.9/2664=-0.0007\) mHa (uncertain in the last digit) instead of 0.057 mHa; pooling the simulated runs directly gives \(-0.0018\pm0.0007\) mHa, which agrees within its noise. The repair works only while \(\tau\) is short beside the run, because the boundary term grows with \(\tau\). Keeping \(s_{1000}=0.198\) mHa, the pooled bias is about \(-0.006\) mHa against \(+0.049\) mHa for the plain average when \(\tau=200\), and about \(-0.023\) mHa against \(+0.031\) mHa when \(\tau=1000\). A single stopped run cannot be repaired in this way.

A large drift can still warn you that a run is not equilibrated. A small one does not certify the average. The remaining values are in the numerical output below.

## Computed results

```
sigma 1.0 mHa; correlation time 20 samples
sampling interval 40 a.u.; phi 0.95123
lengths 1000, 2000, 4000 samples; runs 30000
longest run 160000 a.u. = 3.87 ps
expected minus true 0.20, half-window 0.10 mHa
true error at 1000: 0.1980 mHa
true error at 2000: 0.1407 mHa
true error at 4000: 0.0998 mHa
white-noise error at 1000: 0.0316 mHa
MATCH, TWO LOOKS (1000, then 4000)
beta 0.2525; stopping probability 0.2419
bias formula 0.03324 mHa
bias simulated 0.03378 +- 0.00044 mHa
early-stopped runs: mean 0.1838, spread 0.0554 mHa
white noise: stop prob. 7.83e-04, bias 6.38e-05 mHa
MATCH, LOOK EVERY 100 SAMPLES FROM 1000 TO 4000
bias simulated 0.05672 +- 0.00078 mHa
bias from length-result identity 0.05776 mHa
mean length 2664.1 samples
covariance of N and A_N -155.78 mHa samples
boundary term -1.91 mHa samples
fraction matching 0.5123
fraction matching at fixed 4000 0.1568
matching runs: mean 0.1687, spread 0.0627 mHa
length-weighted pooled bias -0.00176 +- 0.00070 mHa
FLAT, ONE CHECK AT 2000, GAUSSIAN
tolerance 0.050 mHa; drift s.d. 0.1393 mHa
z 0.3589; probability flat 0.2804
mean of flat runs -0.00252 +- 0.00153 mHa
true rms error of flat runs 0.1406 mHa
rms error bar if flat: formula 0.0286, simulated 0.0286 mHa
true error / rms error bar if flat 4.92
coverage of +-2 bars, all runs: formula 0.7022, simulated 0.7027
coverage of +-2 bars, flat runs: formula 0.2693, simulated 0.2728
FLAT, CHECK EVERY 200 SAMPLES FROM 1000 TO 4000, GAUSSIAN
fraction found flat 0.9531; mean length 1707.9 samples
mean -0.00135 +- 0.00096 mHa
true rms error 0.1621 mHa; rms error bar 0.0292 mHa
rms of error / fixed-length error 0.9945
coverage of +-2 bars 0.2537
FLAT, SKEWED ENERGY OF A HARMONIC MODE, CHECK AT 2000
kT 1.0 mHa = 315.8 K; true mean 0.50 mHa
drift s.d. 0.0702 mHa; z 0.7122; prob. flat 0.5236
third cumulant 1.4663e-04 mHa^3
shift of flat runs: formula -0.01252 mHa
shift of flat runs: simulated -0.01224 +- 0.00054 mHa
bias, else go on to 4000: formula -0.00328 mHa
bias, else go on to 4000: simulated -0.00328 +- 0.00021 mHa
```
